# Endpoint Signals from Reactant Density When an Etched Film Clears

**Q:** A plasma etcher makes reactive atoms, and the film on the wafer consumes some of them. I am told that the atom density in the gas shows when the film is gone. Why should a gas that fills the whole chamber notice?

**A:** Because the density is set by a balance between production and all losses, and the film is one of the losses. Let \(n\) be the atom density, \(V\) the reactor volume and \(G\) the number of atoms made per second. I assume for now that the gas is well mixed, so that one density serves everywhere. The film consumes \(E(n)\) atoms per second. All other losses, to the chamber walls, the pump and the mask, are taken as proportional to density and written \(Ln\). The conductance \(L\) is a volume per time. Then

\[
V\frac{dn}{dt}=G-Ln-E(n).
\]

When \(E\) disappears, \(n\) must rise until the other losses alone carry away \(G\).

**Q:** By how much? You have not said how the film consumption depends on density.

**A:** It need not be specified. In the steady state before clearing, with density \(n_b\), the time derivative is zero:

\[
G=Ln_b+E(n_b).
\]

After clearing to an underlayer that takes up no atoms, with the same \(G\) and \(L\), the density \(n_a\) obeys \(G=Ln_a\). Equating the two expressions for \(G\) and dividing by \(Ln_b\) gives

\[
\frac{n_a}{n_b}=1+R,\qquad R=\frac{E(n_b)}{Ln_b}.
\]

The density rises by a factor of one plus the ratio of film consumption to other losses, both evaluated before clearing. A consumption that saturates at high density is covered, since only its value at \(n_b\) enters. The relative signal, measured from the level before clearing, is \((n_a-n_b)/n_b=R\).

**Q:** Where does the open area enter?

**A:** Through the number of atoms that strike the film. For an isotropic gas with mean speed \(\bar v\), half the solid angle points towards the surface, and the flux is

\[
\Gamma=n\bar v\,\frac12\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta=\frac{n\bar v}{4},\qquad
\bar v=\sqrt{\frac{8k_BT}{\pi m}} .
\]

The integral equals \(1/2\). If each impact on the film removes an atom with a small probability \(\varepsilon\), and a fraction \(f\) of the wafer area \(A\) is exposed film, then

\[
E=Kn,\qquad K=fK_{\rm full},\qquad K_{\rm full}=\frac{\varepsilon\bar v A}{4}.
\]

Hence

\[
R=\frac{fK_{\rm full}}{L}.
\]

If the mask takes up no atoms, \(L\) does not depend on \(f\), and the signal is proportional to the open area. For a nonlinear law \(E=f\,e(n)\), the same proportionality holds to leading order at small \(f\): then \(n_b\) tends to \(G/L\), and \(R\) tends to \(f\,e(G/L)/G\).

**Q:** Then I would watch the etch product instead. Its signal falls to zero at endpoint, however small the area.

**A:** Its own contribution does vanish, but it was small to begin with. The film takes the share

\[
\frac{E(n_b)}{G}=\frac{Kn_b}{(L+K)n_b}=\frac{K/L}{1+K/L}=\frac{R}{1+R}
\]

of all atoms made. The product is formed in proportion to this share, which tends to \(R\), and so to zero, as \(f\) does. On a fixed background or detector noise, the product signal also shrinks in proportion to \(f\). It keeps one advantage: the atom step sits on top of \(n_b\) itself, while the product step has no such background of its own. In the example below, where products leave only through the pump, the SnH\(_4\) and H\(_2\)O densities are about 0.7 and 1.3 times the atom step, so a product line with a low, quiet background can be the more sensitive choice.

**Q:** Put numbers on this.

**A:** Take tin dioxide etched by hydrogen atoms in a hydrogen plasma, with the overall reaction

\[
\mathrm{SnO_2+8\,H\rightarrow SnH_4+2\,H_2O}.
\]

The wafer is 300 mm across and the chamber is a cylinder of radius 25 cm and height 15 cm. The gas is at 20 mTorr and 400 K, fed with 500 sccm of H\(_2\), and \(G=5.0\times10^{19}\) atoms/s. The loss probability is 0.02 on the film and 0.005 on the chamber walls. These are rough typical values, not measurements of one tool. The mask and underlayer are inert at first.

The mean hydrogen speed is 2899 m/s. Since 1 m/s times 1 cm\(^2\) is 0.1 L/s, the wafer area of 706.9 cm\(^2\) and the wall area of 5576 cm\(^2\) give

\[
K_{\rm full}=0.02\times\frac{2899}{4}\times706.9\times0.1\approx1024\ \text{L/s},
\]
\[
K_{\rm wall}=0.005\times\frac{2899}{4}\times5576\times0.1\approx2020\ \text{L/s}.
\]

The feed of \(2.24\times10^{20}\) molecules/s, divided by the gas density \(p/k_BT=4.83\times10^{14}\) cm\(^{-3}\), gives a pump speed of 464 L/s, so \(L=2020+464=2484\) L/s. For a fully open wafer,

\[
R=\frac{1024}{2484}=0.41.
\]

The signal is 41% for a fully open wafer, 4.1% at 10% open area and 0.41% at 1%. The film takes \(0.41/1.41=29\%\) of the atoms in the first case, but 4.0% in the second.

**Q:** Does that film consumption correspond to a sensible etch rate?

**A:** Each formula unit needs eight atoms. With \(N\) formula units per volume, the thickness removed per time is

\[
r=\frac{\varepsilon n\bar v}{4\times8N}.
\]

With \(N=2.8\times10^{22}\) cm\(^{-3}\), this gives 55 nm/min for the open wafer, where \(n_b=1.43\times10^{13}\) cm\(^{-3}\), and 75 nm/min at 10% open area, where \(n_b=1.93\times10^{13}\) cm\(^{-3}\). The larger film area lowers the density and slows its own etching. This rate assumes that every atom lost on the film etches it. If half of them recombined there instead, the rate would be halved at the same \(n\), while \(R\) would be unchanged, because both losses end when the film clears.

**Q:** You treat clearing as a switch. A real film is uneven, and the gas needs time to respond.

**A:** Take the gas first. After a sudden clearing, let \(\delta=n_a-n\). Since \(G=Ln_a\), the balance becomes

\[
V\frac{d\delta}{dt}=-V\frac{dn}{dt}=-(G-Ln)=-L\delta .
\]

The gap decays as \(e^{-Lt/V}\). Here \(V/L=12\) ms, so during a clearing that lasts seconds the density follows the remaining film area almost without lag.

Now let the film thickness be spread evenly over a range \(\Delta\). As the etched depth \(y\) passes through this range, the remaining share of the film area falls linearly, \(\phi=1-(y-y_1)/\Delta\), where \(y_1\) is the smallest thickness. With \(r=cn\) and \(n=G/(L+K\phi)\), the duration is

\[
t_c=\int_{y_1}^{y_1+\Delta}\frac{dy}{r}
=\frac{\Delta}{cG}\int_0^1(L+K\phi)\,d\phi
=\frac{\Delta(L+K/2)}{cG}.
\]

The plateau rates are \(r_b=cG/(L+K)\) and \(r_a=cG/L\). Their inverses add to \((2L+K)/(cG)\), so

\[
t_c=\frac{\Delta}{2}\left(\frac1{r_b}+\frac1{r_a}\right).
\]

For a 50 nm film with a spread of plus or minus 5%, \(\Delta=5\) nm. The open wafer has \(r_b=55.3\) nm/min and \(r_a=1.412\times55.3=78.1\) nm/min, hence

\[
t_c=2.5\times\left(\frac1{55.3}+\frac1{78.1}\right)\times60=4.63\ \text{s}.
\]

Direct integration of the time-dependent balance, with no assumption of a steady gas, also gives 4.63 s. At 10% open area it gives 3.92 s. These times assume the same etch rate everywhere on the wafer. With the finite diffusion treated below, the rate varies by 2 to 3% between centre and edge, which stretches the clearing to roughly 6 s for the open wafer and a little under 5 s at 10% open area. The step is therefore a ramp of a few seconds, and slow drifts of the plasma over that time compete with it.

**Q:** How small an area can still be seen?

**A:** Suppose that each reading has independent noise of relative size \(\sigma\), and that \(M\) readings are averaged on each plateau. Each average has noise \(\sigma/\sqrt M\). The variances of two independent averages add, so their difference has noise \(\sigma\sqrt{2/M}\). Asking that the mean step be \(z\) times this noise gives

\[
\frac{f_{\min}K_{\rm full}}{L}=z\sigma\sqrt{\frac2M}
\quad\Longrightarrow\quad
f_{\min}=z\sigma\sqrt{\frac2M}\,\frac{L}{K_{\rm full}} .
\]

For \(\sigma=1\%\), \(M=20\) and \(z=3\), the required signal is 0.95%, and

\[
f_{\min}=0.0095\times\frac{2484}{1024}=0.023 .
\]

An open area of 2.3% is the limit under this criterion. At 1% open area one would need \(M=2(z\sigma/R)^2=2(0.03/0.00412)^2\approx106\) readings on each side. The criterion is not a guarantee of detection: with symmetric noise and an alarm set at the mean step height, half of the true steps would fall below the alarm.

**Q:** Your underlayer is suspiciously ideal. An oxide may resist etching and still let hydrogen atoms recombine on it.

**A:** Then it is not inert in the sense needed here. Give the exposed underlayer a conductance \(K_u\). The balances are \(G=(L+K)n_b\) and \(G=(L+K_u)n_a\), so

\[
\frac{n_a}{n_b}-1=\frac{L+K}{L+K_u}-1=\frac{K-K_u}{L+K_u}.
\]

The signal vanishes when \(K_u=K\) and changes sign when the underlayer removes more atoms than the film did. Etch selectivity alone does not secure an endpoint signal.

Suppose that mask and underlayer both have the loss probability of the chamber walls, 0.005. That is a quarter of the film value, so a wafer covered with such oxide has \(K_{\rm ox}=256\) L/s. The mask adds \((1-f)K_{\rm ox}\) to \(L\), and \(K_u=fK_{\rm ox}\). The denominator is then \(L+(1-f)K_{\rm ox}+fK_{\rm ox}=L+K_{\rm ox}\), and the signal is

\[
f\,\frac{K_{\rm full}-K_{\rm ox}}{L+K_{\rm ox}}
=f\,\frac{1024-256}{2484+256}=0.28f .
\]

At 10% open area it drops from 4.1% to 2.8%. It is still proportional to \(f\), but about a third of it is lost.

**Q:** What if the other losses are not linear? Two atoms can meet and recombine.

**A:** Let the other losses be \(Ln+Qn^2\), and define \(R\) as film consumption divided by this sum before clearing. With \(x=n_a/n_b\), equal production before and after requires

\[
Lxn_b+Qx^2n_b^2=(1+R)(Ln_b+Qn_b^2).
\]

Divide by \(Ln_b+Qn_b^2\) and call the linear share \(w=Ln_b/(Ln_b+Qn_b^2)\):

\[
wx+(1-w)x^2=1+R .
\]

The left side is a weighted mean of \(x\) and \(x^2\). The density rises, so \(x\ge1\) and \(x\le x^2\). The mean therefore lies between them, \(x\le1+R\le x^2\), which gives

\[
\sqrt{1+R}\le\frac{n_a}{n_b}\le1+R .
\]

The upper end belongs to purely linear losses and the lower end to purely quadratic ones. For small \(R\) the lower end is \(1+R/2\), so half of the signal can be lost. In our example, three-body recombination in the gas, with a rough coefficient of \(10^{-32}\) cm\(^6\)/s, amounts to about \(2\times10^{-6}\) of the other losses and can be ignored.

**Q:** And the perfect mixing? The film is a sink at one end of the chamber.

**A:** Let atoms diffuse with diffusivity \(D\) from a uniform source, with a uniform pump sink \(pn\):

\[
D\nabla^2n-pn+\frac GV=0,\qquad -D\,\partial_\nu n=sn\ \text{at the surfaces},
\]

where \(\nu\) is the outward normal and \(s\) the local loss speed. Multiply the equation for \(n_b\) by \(n_a\), the equation for \(n_a\) by \(n_b\), subtract, and integrate over the volume. The pump terms cancel. Green's theorem turns the diffusion terms into surface terms:

\[
D\oint(n_a\partial_\nu n_b-n_b\partial_\nu n_a)\,dS=-\oint(s_b-s_a)n_an_b\,dS .
\]

Let the open film be spread evenly over the wafer. Then \(s_b-s_a\) is zero except on the wafer, where it is constant and integrates to \(K\). With \(\bar n\) the volume average and \(\langle\cdot\rangle_w\) the average over the wafer surface, the result is

\[
G(\bar n_a-\bar n_b)=K\langle n_an_b\rangle_w
\;\Longrightarrow\;
\frac{\bar n_a-\bar n_b}{\bar n_b}=\frac{K\langle n_an_b\rangle_w}{G\,\bar n_b}.
\]

For uniform densities this is \(Kn_a/G=K/L\), as before. Otherwise the signal depends on how the density over the wafer compares with the average.

**Q:** So diffusion weakens the signal?

**A:** Not at small open area in this chamber, as long as the source is uniform and the density is averaged over the volume. The numerical solution uses a hard-sphere estimate \(D=11\) m\(^2\)/s and a small correction to the loss speeds. Near a surface that takes up a net flux \(\Gamma_s\), the incoming flux is \(n\bar v/4+\Gamma_s/2\). Setting \(\Gamma_s\) equal to the loss probability \(\gamma\) times this flux gives \(s=(\gamma\bar v/4)/(1-\gamma/2)\), which is higher than \(\gamma\bar v/4\) by about 1% or less here. The signal is then 4.33% at 10% open area, against 4.12% for perfect mixing. At 1% it gives 0.436% against 0.412%. The chamber walls drain atoms and the nearly inert wafer does not, so the density over the wafer is about 2% above the average and the film there counts for more. Diffusion also slows the loss to the walls, which raises the average density by about 1% and adds to the gain. For the fully open wafer the film depletes the gas above itself, which lowers \(\langle n_an_b\rangle_w/\bar n_b\). Together with the small correction to the loss speeds, these effects nearly cancel in this example, and the signal is 41.15% against 41.24%. When, as a test, \(D\) is raised to \(10^5\) m\(^2\)/s and the correction is left out, the computed signal agrees with \(R\) within 0.2% of its value at all three open fractions. The sign of the small correction depends on where atoms are made and observed. With a source that decays over 3 cm from the top wall, the 10% signal is 4.24% as a volume average, but 4.06% when the density is weighted like the source, which is below the well-mixed value.

**Q:** You also held \(G\) fixed. The products dilute the hydrogen.

**A:** At controlled pressure they take the place of some H\(_2\) before clearing, so \(G\) is slightly lower then and recovers afterwards. Solving the balances of H, H\(_2\) and products together, with \(G\) proportional to the H\(_2\) density and the pump speed adjusted to hold the pressure, changes the 10% case from 4.12% to 4.24%. The recovery of \(G\) alone would give about 4.29%, and the adjusted pump speed takes back part of it. This is a small gain at this feed rate.

**Q:** And does the detector see \(n\) at all?

**A:** Optical emission from H atoms follows \(n\) if the electron density and energy distribution stay the same. But electrons can also break H\(_2\) and leave an excited atom that emits the same line. If an H\(_2\) molecule yields a fraction \(b\) of the light of an H atom, the intensity is proportional to \(n+b(n_g-n)\), with \(n_g\) the total gas density and the few product molecules counted as H\(_2\). The signal is then

\[
\frac{(1-b)(n_a-n_b)}{n_b+b(n_g-n_b)} .
\]

With a rough \(b=0.01\) and \(n_g=4.83\times10^{14}\) cm\(^{-3}\), the 10% case falls from 4.1% to 3.3%. One percent is not negligible here, because there are about 24 times as many molecules as atoms.

**Q:** How far would you trust this for a real tin dioxide etch?

**A:** Hydrogen plasmas do etch tin dioxide through volatile tin hydride, but the inputs are rough. The loss probabilities in particular are uncertain, since they depend on surface condition and temperature. Of the departures computed here, each taken separately at 10% open area, recombination on the oxide is the largest for the values chosen, lowering the signal from 4.1% to 2.8%. The order depends on those guesses: for \(b\) above about 0.02 the H\(_2\) emission background costs more. Changes in the electrons, ion-assisted etching, metallic tin residues, redeposition and transport inside deep features are not included, so the percentages are estimates for this model.

**Q:** What can one do when the open area is small?

**A:** With fixed \(G\), linear losses and an inert underlayer, the signal is \(R=fK_{\rm full}/L\), and several measures help. One can lower \(L\), for instance with chamber walls that recombine fewer atoms. One can raise \(f\) with additional open film, which helps if it clears together with the pattern of interest. Or one can average more readings, as long as the drift of the plasma signal over that time stays small compared with the step. If the two averaging periods follow each other directly, a steady drift that adds up to one step over both of them shifts the difference between the averages by half a step. With a clearing ramp between the periods, the same drift rate shifts it by more. The program prints the atom density, etch rate and signal for the three open areas.

## Table of computed values

```
Gas temperature: 400 K
Pressure: 20 mTorr
H2 feed: 500 sccm
Chamber radius: 25 cm
Chamber height: 15 cm
Wafer diameter: 300 mm
Wall loss probability: 0.005
Film loss probability: 0.02
H generation: 5.0e+19 atoms/s
SnO2 formula density: 2.8e+22 cm^-3
Gas density: 4.828e+14 cm^-3
Mean H speed: 2899 m/s
Reactor volume: 29.45 L
Wafer area: 706.9 cm^2
Wall area without wafer: 5576 cm^2
Wall conductance: 2020.4 L/s
Pump speed: 463.7 L/s
Other-loss conductance L: 2484.2 L/s
Full-wafer film conductance: 1024.4 L/s
H density after clearing: 2.013e+13 cm^-3
Open 100% H density before: 1.425e+13 cm^-3
Open 100% etch rate before: 55.3 nm/min
Open 100% signal R: 41.239 %
Open 100% signal with diffusion: 41.146 %
Open 10% H density before: 1.933e+13 cm^-3
Open 10% etch rate before: 75.0 nm/min
Open 10% signal R: 4.124 %
Open 10% signal with diffusion: 4.334 %
Open 1% H density before: 2.004e+13 cm^-3
Open 1% etch rate before: 77.8 nm/min
Open 1% signal R: 0.412 %
Open 1% signal with diffusion: 0.436 %
Relaxation time V/L: 11.86 ms
Film thickness: 50 nm
Thickness spread, plus or minus: 5 %
Open 100% first clearing: 51.53 s
Open 100% clearing lasts: 4.63 s
Open 10% first clearing: 37.99 s
Open 10% clearing lasts: 3.92 s
Noise per reading: 1 %
Readings averaged on each side: 20
Smallest open area at 3 sigma: 2.30 %
Simulated step over its noise: 3.00
H diffusivity: 11.03 m^2/s
Open 100% signal, recombining oxide: 28.039 %
Open 100% signal, gas dilution: 42.478 %
Open 10% signal, recombining oxide: 2.804 %
Open 10% signal, gas dilution: 4.235 %
H2 to H emission ratio: 0.01
Open 10% signal, H2 background: 3.293 %
Three-body coefficient: 1e-32 cm^6/s
Three-body loss over other losses: 2.3e-06
```
